# Why Minority Fe States Decay Faster in MgO(001) at Zero Parallel Wavevector

Suppose MgO is treated as a barrier with one height and one effective mass. At a given energy and a given wavevector $\mathbf k_\parallel$ along the interface, both spins of an iron contact then decay at the same rate, and the ratio of majority to minority gap states stays at its interface value however deep one looks. In the model solved below that ratio is 1.9 in the first MgO layer, but about $2\times10^5$ in the fifth. The single-barrier picture misses this growth because it gives all states with that energy and $\mathbf k_\parallel$ the same decay constant. MgO has several, with a slowest one for each symmetry, and the spins of Fe differ in which symmetries they offer at the Fermi level.

## What is claimed, and when

Consider a coherent Fe/MgO(001) contact at $\mathbf k_\parallel=0$, with fourfold symmetry about the normal $z$ and no spin-orbit coupling. States are labelled by their behaviour under rotations and reflections that preserve $z$. The label $\Delta_1$ covers fully symmetric states ($s$, $p_z$, $d_{z^2}$), and $\Delta_5$ covers the pairs $(p_x,p_y)$ and $(d_{xz},d_{yz})$.

Majority Fe has a $\Delta_1$ band at the Fermi energy $E_F$. Minority Fe does not: exchange splitting puts its $\Delta_1$ band higher. The band is thus missing at $E_F$, not missing altogether. The comparison is between majority $\Delta_1$ and minority $\Delta_5$ states; majority $\Delta_5$ states are as short-ranged as minority ones. Fe also has $\Delta_2$-type states, which this model leaves out.

The two symmetries cannot mix. Let $R$ be the rotation by $180^\circ$ about $z$. It leaves $\Delta_1$ states unchanged and reverses $\Delta_5$ states. Since $R$ commutes with the Hamiltonian $H$,

$$
\langle\Delta_1|H|\Delta_5\rangle=\langle\Delta_1|R^\dagger HR|\Delta_5\rangle=-\langle\Delta_1|H|\Delta_5\rangle=0 .
$$

A metal state therefore continues into MgO only through evanescent states of its own symmetry.

## The two decay constants of MgO

Take one $s$ orbital on Mg and three $p$ orbitals on O. Let $d$ be the layer spacing, $t$ the Mg–O hopping, $\sigma>0$ and $\pi<0$ the two O–O hoppings, and $\tau<0$ the Mg–Mg hopping. The valence top is $E_v$ and the conduction bottom $E_c$. Write $x=\cos kd$.

**The $\Delta_1$ block.** A Mg atom has twelve Mg neighbours, four in its own layer and four in each adjacent layer. Their sum is $4\tau+8\tau x$. Choosing the site energy so that the level equals $E_c$ at $x=1$ gives

$$
H_{ss}=E_c+A(1-x),\qquad A=8|\tau| .
$$

For O $p_z$, the four in-plane bonds are perpendicular to the orbital and give $4\pi$. Each of the eight inclined bonds gives $(\sigma+\pi)/2$, so together they give $4(\sigma+\pi)x$. Fixing the level at $E_v$ for $x=1$,

$$
H_{zz}=E_v-B(1-x),\qquad B=4(\sigma+\pi).
$$

The $s$–$p_z$ hopping is $+t$ upward and $-t$ downward, because $p_z$ is odd. Hence $H_{sz}=2it\sin kd$, $H_{zs}=-2it\sin kd$, and their product is $4t^2(1-x^2)$. The secular equation is

$$
[E-E_c-A(1-x)]\,[E-E_v+B(1-x)]=4t^2(1-x^2).
$$

In the gap set $k=i\kappa$, so that $x=\cosh\kappa d=1+u$ with $u>0$. Define $p=E_c-E$ and $q=E-E_v$, both positive. Then $1-x=-u$ and $1-x^2=-u(u+2)$, and a change of overall sign gives

$$
(p-Au)(q-Bu)=4t^2u(u+2). \tag{1}
$$

Expanding and collecting powers of $u$,

$$
(4t^2-AB)u^2+(8t^2+Aq+Bp)u-pq=0. \tag{2}
$$

For $4t^2>AB$, which holds here, the product of the roots is negative, so there is one positive root $u_1$. The other root $u_2$ makes $x$ negative, which means a decay that alternates in sign from layer to layer. From the sum of the roots,

$$
|1+u_2|-(1+u_1)=-2-(u_1+u_2)=\frac{Aq+Bp+2AB}{4t^2-AB}>0 ,
$$

so this second solution decays faster. The long $\Delta_1$ tail is set by $u_1$.

**The $\Delta_5$ block.** For O $p_x$, the four in-plane O–O bonds give $2(\sigma+\pi)$. Of the four bonds to the next layer, two tilt along $x$ and give $(\sigma+\pi)/2$ each; two tilt along $y$ and give $\pi$ each. Their sum is $\sigma+3\pi$. The layers above and below together contribute $2(\sigma+3\pi)x$. The in-plane $s$–$p_x$ hoppings $+t$ and $-t$ cancel, as symmetry requires. With the level at $E_v$ for $x=1$,

$$
E=E_v-C(1-x),\quad C=2(\sigma+3\pi)>0
\quad\Longrightarrow\quad u_5=\frac{q}{C}. \tag{3}
$$

## Why the symmetric state reaches further

At $u=0$ the left side of (1) is $pq>0$ and the right side is zero. At $u=\min(q/B,\,p/A)$ the left side is zero and the right side is positive. The root lies between, so $u_1<q/B$. Moreover,

$$
B-C=4(\sigma+\pi)-2(\sigma+3\pi)=2(\sigma-\pi)>0 .
$$

Therefore $u_1<q/B<q/C=u_5$, and $\kappa_1<\kappa_5$ at every energy inside the gap of this model.

Two physical effects are at work. Oxygen $p_z$ orbitals overlap better along the normal than $p_x$ orbitals do, which makes $B$ larger than $C$. In addition, the $\Delta_1$ branch has a partner at the conduction edge, the Mg $s$ state. Equation (2) gives $u_1\to0$ when either $p$ or $q$ vanishes, so the branch leaves one band edge and returns to the other. The $\Delta_5$ branch has no partner at $E_c$, and its $u_5$ keeps rising through the gap. With the numbers used below, the link to the Mg $s$ state is the larger effect. Reducing $B$ to $C$ raises $\kappa_1d$ at the Fermi level only from 0.90 to 0.94, whereas without the $s$–$p_z$ hopping the $p_z$ branch would have $\kappa d=1.84$.

The conduction edge also gives a familiar limit. In atomic units, let $E=E_c+k^2/2m^*$ at small real $k$. With $1-x\simeq(kd)^2/2$ and $1-x^2\simeq(kd)^2$, the secular equation becomes

$$
\left[\frac{k^2}{2m^*}-\frac{A(kd)^2}{2}\right](E_c-E_v)=4t^2(kd)^2,
$$

$$
\frac1{2m^*}=d^2\left[\frac A2+\frac{4t^2}{E_c-E_v}\right].
$$

Continuing $k\to i\kappa$ gives $\kappa_1^2=2m^*p$, the usual barrier formula. It describes the $\Delta_1$ channel near $E_c$, and says nothing about $\Delta_5$.

## What the missing metal band does

Model each metal band as a semi-infinite chain with centre $e$ and hopping $T$ along $z$. Removing the end site leaves the same chain, so the end-site Green function obeys $g=1/(w-T^2g)$ with $w=E-e$. Thus

$$
T^2g^2-wg+1=0,\qquad g=\frac{w\mp\sqrt{w^2-4T^2}}{2T^2}.
$$

Inside the band, $|w|<2|T|$, the outgoing solution has a negative imaginary part. Outside it, $g$ is real. If $V$ couples the chain to the first oxygen, the rate at which the metal supplies states is

$$
\Gamma=-2V^2\,\mathrm{Im}\,g=
\begin{cases}
V^2\sqrt{4T^2-w^2}/T^2,&|w|<2|T|,\\
0,&|w|>2|T|.
\end{cases}
$$

The density of gap states is the diagonal of $G\Gamma G^\dagger/2\pi$, where $G$ is the barrier's Green function in contact with the metal. Deep inside, $G$ falls as $e^{-\kappa z}$ and the density as $e^{-2\kappa z}$. A channel with $\Gamma=0$ contributes nothing, however slowly MgO would let it decay, unless a state is bound at the interface at that energy. With the parameters below the model has no bound minority $\Delta_1$ state between $E_v$ and the minority $\Delta_1$ band. Real Fe(001) contacts do have minority interface states near $E_F$, which the model leaves out.

## Numbers

Take $d=2.1$ Å, a gap of 7.8 eV and $E_F$ at 4.0 eV above $E_v$, so $q=4.0$ eV and $p=3.8$ eV. The hoppings $t,\sigma,\pi,\tau$ are $1.5,\,0.5,\,-0.05,\,-0.25$ eV, giving $A=2.0$, $B=1.8$ and $C=0.7$ eV. Equation (2) reads

$$
5.4\,u^2+32.84\,u-15.2=0,\qquad
u_1=\frac{-32.84+\sqrt{32.84^2+4(5.4)(15.2)}}{10.8}=0.432 ,
$$

while $u_5=4.0/0.7=5.71$. Taking $\operatorname{arccosh}(1+u)$ gives $\kappa_1d=0.899$ and $\kappa_5d=2.59$. The density depths $1/2\kappa$ are 1.17 Å (0.117 nm) and 0.41 Å (0.041 nm). Each layer multiplies the density by 0.166 for $\Delta_1$ and 0.0056 for $\Delta_5$.

In the metal, $T=-1.5$ eV and $V=1.5$ eV for $\Delta_1$. The majority band runs from $-1$ to $5$ eV about $E_F$, so $w=-2$ eV and $\Gamma=\sqrt{9-4}=2.2$ eV. An exchange splitting of 2.2 eV moves the minority band to 1.2–7.2 eV. Now $w=-4.2$ eV lies outside the band and $\Gamma=0$. The $\Delta_5$ bands of both spins cross $E_F$.

The computed tails have $\kappa d=0.899$ for majority and $2.59$ for minority. Two controls test the cause. With all else fixed, putting the minority $\Delta_1$ band where the majority one lies changes the minority value to 0.899. Moving the majority $\Delta_1$ band up to the minority position changes the majority value to 2.59.

The majority density does not follow its long tail from the start. Extrapolated back from layer 4, that tail gives $1.55\times10^{-5}/0.166^3\simeq3.4\times10^{-3}$ per eV and surface cell in layer 1, against the computed $2.7\times10^{-2}$. Most of the rest, $2.0\times10^{-2}$, is majority $\Delta_5$. The remainder comes from the second $\Delta_1$ solution and its interference with the first.

## Where the rule weakens

At finite $k_\parallel$ along $x$, the in-plane $s$–$p_x$ hoppings no longer cancel: $t(e^{ik_\parallel d}-e^{-ik_\parallel d})=2it\sin k_\parallel d$. The inclined O–O bonds also couple $p_x$ to $p_z$, again in proportion to $\sin k_\parallel d$. At small $k_\parallel$ the total mixing amplitude is therefore linear in $k_\parallel$, and the weight of the slow minority tail is quadratic. Doubling $k_\parallel d$ from 0.01 to 0.02 multiplies the added density in layer 7 by 3.99. At $k_\parallel=0.05$ Å$^{-1}$ the minority density in layer 6 rises from $8\times10^{-14}$ to $3.5\times10^{-9}$ per eV and cell. Measured against the majority density at $k_\parallel=0$, the ratio falls from $5\times10^6$ to about 120.

A tilted interface bond opens the slow channel even at $k_\parallel=0$. A symmetry-breaking coupling of 0.05 eV gives a layer-6 minority density of $8\times10^{-10}$ in the same units.

Spin-orbit coupling can mix minority $\Delta_5$ with majority-spin $\Delta_1$. A rough strength of 0.05 eV over the exchange splitting suggests a weight of $(0.05/2.2)^2\simeq5\times10^{-4}$. If the interface factors are equal, this slow part overtakes the $\Delta_5$ tail after $\ln(1/5.17\times10^{-4})/[2(2.59-0.90)]\simeq2.2$ layers. This is an order-of-magnitude estimate, because the true denominator is the separation of the two bands at the same wavevector. In the chain model that separation is 4 eV, so an on-site coupling of 0.05 eV admixes only $1.6\times10^{-4}$, and the slow part first exceeds the $\Delta_5$ tail in layer 4. The very large ratios deeper in the barrier therefore belong to the ideal model. Thermal occupation of the minority $\Delta_1$ band is negligible by comparison: its Boltzmann factor at 300 K is $7\times10^{-21}$.

For real Fe/MgO, the gap, layer spacing and conduction mass ($0.40\,m_e$) are of the right rough size. The band line-up is a rough choice, and the metal chains and interface couplings are schematic. Moving $E_F$ by $\pm0.5$ eV leaves $\kappa_1$ near 0.43 Å$^{-1}$ and puts $\kappa_5$ between 1.18 and 1.28 Å$^{-1}$. Adding Mg $p$ orbitals, with one trial set of parameters, changes the pair from 0.43 and 1.23 to 0.47 and 1.27 Å$^{-1}$. This is a rough check, since the trial set also moves the valence maximum away from $\mathbf k=0$ and raises it by about 0.1 eV. It also makes the $\Delta_5$ root complex at $E_F$ ($x=6.5\pm3.3i$), so 1.27 Å$^{-1}$ is the envelope rate of an oscillating decay. The order survives, but the value of $\kappa_5$ remains a model value. Real junctions also carry current at many $k_\parallel$ and have imperfect interfaces, so these density ratios do not predict a magnetoresistance. A thicker barrier favours the majority channel while symmetry-breaking leakage stays small; once that leakage dominates the minority tail, both spins decay at nearly the same slow rate and further thickness adds little contrast.

The numerical output lists the densities layer by layer, with D1 and D5 standing for $\Delta_1$ and $\Delta_5$.

## Table of computed values

```
Layer spacing 2.1 angstrom; gap 7.8 eV; EF above valence top 4.0 eV
MgO hoppings t, sigma, pi, tau: 1.5, 0.5, -0.05, -0.25 eV
Formula constants A, B, C: 2.00, 1.80, 0.70 eV
Conduction mass, computed and formula: 0.4011, 0.4011 m_e
Metal hoppings D1, D5: -1.5, 0.75 eV; exchange splitting 2.2 eV
Metal-oxygen couplings D1, D5: 1.5, 0.8 eV
Majority bands from EF: D1 -1.00 to 5.00 eV, D5 -2.70 to 0.30 eV
Minority bands from EF: D1 1.20 to 7.20 eV, D5 -0.50 to 2.50 eV
u = cosh(kappa d) - 1 at EF: D1 0.4321, D5 5.7143
kappa*d at EF: D1 0.8991, D5 2.5918
kappa at EF: D1 0.4281, D5 1.2342 1/angstrom
Density depth 1/(2 kappa): D1 1.168, D5 0.405 angstrom
The same depths: D1 0.1168, D5 0.0405 nm
Density factor per layer: D1 0.1656, D5 0.00561
kappa at E = 1.0 eV: D1 0.2992, D5 0.7310 1/angstrom
kappa at E = 2.0 eV: D1 0.3815, D5 0.9647 1/angstrom
kappa at E = 6.0 eV: D1 0.3655, D5 1.4044 1/angstrom
kappa at E = 7.0 eV: D1 0.2685, D5 1.4709 1/angstrom
Gap density of states at EF, 1/eV per surface cell and spin:
  layer 1: majority 2.713e-02, minority 1.452e-02, ratio 1.869e+00
  layer 2: majority 7.103e-04, minority 8.142e-05, ratio 8.725e+00
  layer 3: majority 9.446e-05, minority 4.566e-07, ratio 2.069e+02
  layer 4: majority 1.552e-05, minority 2.560e-09, ratio 6.060e+03
  layer 5: majority 2.568e-06, minority 1.436e-11, ratio 1.788e+05
  layer 6: majority 4.253e-07, minority 8.052e-14, ratio 5.282e+06
Tail kappa*d: majority 0.8991, minority 2.5918
Minority with D1 band restored: kappa*d 0.8991
Majority with D1 band removed: kappa*d 2.5918
Stack eigenstates within 0.25 eV of EF, D1 and D5: majority 9, 50; minority 0, 36
Small-wavevector weight ratio on doubling k: 3.9927
Minority at k = 0.05 1/angstrom: slow kappa 0.4309 1/angstrom
  layer 3 density 1.167e-06, layer 6 density 3.546e-09 1/eV
Minority with interface tilt coupling 0.05 eV:
  layer 3 density 6.428e-07, layer 6 density 8.448e-10 1/eV
Line-up shift -0.5 eV: kappa D1 0.4268, D5 1.1799 1/angstrom
Line-up shift +0.5 eV: kappa D1 0.4232, D5 1.2828 1/angstrom
Mg p test: level 14.0 eV, pp hoppings 2.0, -0.5 eV
  kappa with Mg p: D1 0.4727, D5 1.2747 1/angstrom
Minority D1 bottom 1.20 eV above EF; Boltzmann factor at 300 K 6.93e-21
Spin-orbit estimate: xi 0.05 eV (rough), (xi/exchange)^2 5.17e-04
  such a slow admixture overtakes the D5 tail after 2.2 layers
```
